# Infrared-active carbonyl stretches of staggered dimanganese decacarbonyl: a program that tests the result

```python
"""Result under test: the ten C-O stretches of staggered (D4d) Mn2(CO)10 span
2A1 + 2B2 + E1 + E2 + E3, and exactly three fundamentals (2B2 + E1) are
infrared active in the harmonic, linear-dipole approximation.
Symbols: z = Mn-Mn axis; tau = lean of equatorial CO towards the other Mn;
k_ax, k_eq = stretch constants; k_cis, k_trans, k_ae = couplings in one half;
K_* = couplings between halves (transition dipoles of effective charge q_eff).
CO order: axial up, axial down, four upper equatorial, four lower equatorial.
"""
import numpy as np
from scipy import constants as sc

ANG, AMU = 1e-10, sc.atomic_mass
CM = 100 * sc.h * sc.c                      # joule per cm^-1
m_C, m_C13, m_O = 12.0, 13.00335, 15.99491  # isotope masses, u
R_MM, r_MC, r_CO = 2.9, 1.85, 1.15          # angstrom
tau = np.radians(4.0)
k_ax, k_eq, k_cis, k_trans, k_ae = 1590.0, 1650.0, 20.0, 40.0, 25.0  # N/m
q_eff = 1.5                                 # elementary charges
half = np.array([0, 1] + [0] * 4 + [1] * 4)
mu = m_C * m_O / (m_C + m_O)


def geometry(offset_deg):
    """Unit vectors of the ten CO groups, metal sites for each, azimuths."""
    up = np.arange(4) * np.pi / 2
    phi = np.concatenate([up, up + np.radians(offset_deg)])
    lean = np.array([-1.0] * 4 + [1.0] * 4) * np.sin(tau)
    eq = np.column_stack([np.cos(tau) * np.cos(phi),
                          np.cos(tau) * np.sin(phi), lean])
    unit = np.vstack([[0, 0, 1], [0, 0, -1], eq])
    metal = np.zeros((10, 3))
    metal[:, 2] = np.where(half == 0, R_MM / 2, -R_MM / 2)
    return unit, metal, phi


def rot_z(angle):
    c, s = np.cos(angle), np.sin(angle)
    return np.array([[c, -s, 0], [s, c, 0], [0, 0, 1.0]])


def close_group(generators):
    ops = [np.eye(3)]
    for op in ops:                          # list grows until closed
        for gen in generators:
            new = gen @ op
            if not any(np.allclose(new, old) for old in ops):
                ops.append(new)
        assert len(ops) <= 16
    return ops


def permutation(op, points):
    moved = points @ op.T
    dist = np.linalg.norm(points[:, None] - moved[None], axis=2)
    perm = (dist < 1e-7).astype(float)
    assert np.all(perm.sum(0) == 1) and np.all(perm.sum(1) == 1)
    return perm


def split_levels(values, tol):
    cuts = np.where(np.diff(values) > tol)[0] + 1
    return np.split(np.arange(len(values)), cuts)


# ---- group, classes and character table
sigma_h, sigma_v = np.diag([1.0, 1, -1]), np.diag([1.0, -1, 1])
ops = close_group([rot_z(np.pi / 4) @ sigma_h, sigma_v])
assert len(ops) == 16
names = ["E", "S8", "C4", "S8^3", "C2", "C2'", "sigma_d"]


def class_index(op):
    proper, keeps_z = np.linalg.det(op) > 0, op[2, 2] > 0
    xy = op[0, 0] + op[1, 1]
    if proper and keeps_z:
        return 0 if xy > 1 else (4 if xy < -1 else 2)
    if proper:
        return 5
    return 6 if keeps_z else (1 if xy > 0 else 3)


cls = np.array([class_index(op) for op in ops])
sizes = np.bincount(cls)
assert list(sizes) == [1, 2, 2, 2, 1, 4, 4]
for i, a in enumerate(ops):                 # true conjugacy classes
    orbit = {next(k for k, o in enumerate(ops) if np.allclose(o, g @ a @ g.T))
             for g in ops}
    assert orbit == set(np.where(cls == cls[i])[0])
w = np.sqrt(2)
table = {"A1": [1, 1, 1, 1, 1, 1, 1], "A2": [1, 1, 1, 1, 1, -1, -1],
         "B1": [1, -1, 1, -1, 1, 1, -1], "B2": [1, -1, 1, -1, 1, -1, 1],
         "E1": [2, w, 0, -w, -2, 0, 0], "E2": [2, 0, -2, 0, 2, 0, 0],
         "E3": [2, -w, 0, w, -2, 0, 0]}
chi = {s: np.array(row, float)[cls] for s, row in table.items()}
product = np.array([[next(k for k, o in enumerate(ops) if np.allclose(o, a @ b))
                     for b in ops] for a in ops])
for s in chi:                               # central idempotents
    for t in chi:
        es, et = chi[s][0] * chi[s] / 16, chi[t][0] * chi[t] / 16
        conv = np.bincount(product.ravel(), np.outer(es, et).ravel(), 16)
        assert np.allclose(conv, es if s == t else 0)


def reduce_rep(character):
    n = {s: float(np.dot(character, chi[s]) / 16) for s in chi}
    assert all(abs(v - round(v)) < 1e-9 and v > -1e-9 for v in n.values())
    return {s: int(round(v)) for s, v in n.items() if round(v)}


def show(n):
    return " + ".join((str(v) if v > 1 else "") + s for s, v in n.items())


unit, metal, phi = geometry(45)
carbon, oxygen = metal + r_MC * unit, metal + (r_MC + r_CO) * unit
perms = [permutation(op, oxygen) for op in ops]
c_ax = np.array([np.trace(p[:2, :2]) for p in perms])
c_eq = np.array([np.trace(p[2:, 2:]) for p in perms])
trace = np.array([np.trace(op) for op in ops])
trace2 = np.array([np.trace(op @ op) for op in ops])
dets = np.array([np.linalg.det(op) for op in ops])
n_ax, n_eq, n_co = reduce_rep(c_ax), reduce_rep(c_eq), reduce_rep(c_ax + c_eq)
n_dip, n_pol = reduce_rep(trace), reduce_rep((trace**2 + trace2) / 2)
assert n_co == {"A1": 2, "B2": 2, "E1": 1, "E2": 1, "E3": 1}
assert n_dip == {"B2": 1, "E1": 1} and n_pol == {"A1": 2, "E2": 1, "E3": 1}
assert reduce_rep(np.array([op[2, 2] for op in ops])) == {"B2": 1}
atoms = np.vstack([metal[:2], carbon, oxygen])
fixed = np.array([np.trace(permutation(op, atoms)) for op in ops])
n_vib = reduce_rep(fixed * trace - trace - dets * trace)
assert sum(v * table[s][0] for s, v in n_vib.items()) == 60
print("Classes:", ", ".join(f"{n} {s}" for n, s in zip(sizes, names)))
first = [int(np.where(cls == k)[0][0]) for k in range(7)]
for label, c in (("axial", c_ax), ("equatorial", c_eq), ("all CO", c_ax + c_eq)):
    print(f"Unmoved CO per class, {label}:", [int(c[k]) for k in first])
print("Axial stretches:", show(n_ax))
print("Equatorial stretches:", show(n_eq))
print("All ten stretches:", show(n_co))
print("Dipole:", show(n_dip), "| polarizability:", show(n_pol))
print("All 60 vibrations:", show(n_vib))

# ---- symmetry coordinates against projectors
proj = {s: chi[s][0] / 16 * sum(c * p for c, p in zip(chi[s], perms)) for s in chi}
for s in chi:
    assert np.linalg.matrix_rank(proj[s], tol=1e-8) == n_co.get(s, 0) * table[s][0]
ring_sign = np.array([1.0] * 4 + [-1.0] * 4)
b_ax = np.array([1, -1] + [0] * 8) / np.sqrt(2)
b_eq = np.concatenate([[0, 0], ring_sign]) / np.sqrt(8)
for f in (np.cos, np.sin):
    e1 = np.concatenate([[0, 0], f(phi)]) / 2
    e3 = np.concatenate([[0, 0], f(phi) * ring_sign]) / 2
    assert np.allclose(proj["E1"] @ e1, e1) and np.allclose(proj["E3"] @ e3, e3)
assert np.allclose(proj["B2"] @ b_ax, b_ax) and np.allclose(proj["B2"] @ b_eq, b_eq)

# ---- selection rule from random symmetric force fields, three conformations
rng = np.random.default_rng(7)


def random_count(group, offset):
    e, m, _ = geometry(offset)
    ps = [permutation(op, m + 3 * e) for op in group]
    f0, d0 = rng.normal(size=(10, 10)), rng.normal(size=(3, 10))
    f = sum(p @ (f0 + f0.T) @ p.T for p in ps) / len(ps)
    d = sum(op @ d0 @ p.T for op, p in zip(group, ps)) / len(ps)
    val, vec = np.linalg.eigh(f)
    bright = ((d @ vec)**2).sum(0)
    lev = split_levels(val, 1e-9)
    return len(lev), sum(bright[g].sum() > 1e-12 for g in lev)


c4 = rot_z(np.pi / 2)
turn = rot_z(np.radians(15))                # C2' axis for 30 degree offset
c2p = turn @ np.diag([1.0, -1, -1]) @ turn.T
cases = (("staggered D4d", ops, 45, (7, 3)),
         ("twisted D4", close_group([c4, c2p]), 30, (8, 4)),
         ("eclipsed D4h", close_group([c4, sigma_h, sigma_v]), 0, (8, 3)))
for label, group, offset, expected in cases:
    found = {random_count(group, offset) for _ in range(5)}
    assert found == {expected}
    print(f"{label}: {expected[0]} stretch levels, {expected[1]} infrared active")


# ---- worked force field
def force_matrix(offset):
    e, m, _ = geometry(offset)
    mid = m + (r_MC + r_CO / 2) * e
    f = np.diag([k_ax] * 2 + [k_eq] * 8)
    pref = (q_eff * sc.e)**2 / (4 * np.pi * sc.epsilon_0 * ANG**3)
    for i in range(10):
        for j in range(i):
            if half[i] != half[j]:
                sep = mid[i] - mid[j]
                r = np.linalg.norm(sep)
                ang = e[i] @ e[j] - 3 * (e[i] @ sep) * (e[j] @ sep) / r**2
                val = pref * ang / r**3
            elif j < 2:
                val = k_ae
            else:
                val = k_trans if e[i] @ e[j] < -0.5 else k_cis
            f[i, j] = f[j, i] = val
    return f


def spectrum(f, e, carbon_masses):
    g = np.sqrt((1 / carbon_masses + 1 / m_O) / AMU)
    val, vec = np.linalg.eigh(g[:, None] * f * g[None])
    share = ((e.T @ (g[:, None] * vec))**2).sum(0)
    return np.sqrt(val) / (200 * np.pi * sc.c), vec, share / share.sum()


def wavenumber(k):
    return np.sqrt(k / (mu * AMU)) / (200 * np.pi * sc.c)


masses = np.full(10, m_C)
F = force_matrix(45)
nu, vec, share = spectrum(F, unit, masses)
print(f"Geometry: Mn-Mn {R_MM}, Mn-C {r_MC}, C-O {r_CO} angstrom; "
      f"tau {np.degrees(tau):.1f} deg")
print(f"k_ax {k_ax:.0f}, k_eq {k_eq:.0f}, k_cis {k_cis:.0f}, "
      f"k_trans {k_trans:.0f}, k_ae {k_ae:.0f} N/m")
print(f"q_eff {q_eff} e; CO reduced mass {mu:.4f} u")
K45, K135, K_aa, K_ae = F[2, 6], F[2, 7], F[0, 1], F[0, 6]
print(f"Between halves: K45 {K45:.3f}, K135 {K135:.3f}, K_aa {K_aa:.3f}, "
      f"K_ae {K_ae:.3f} N/m")
result = {}
for g in split_levels(nu, 1e-6):
    weights = {s: np.trace(vec[:, g].T @ proj[s] @ vec[:, g]) for s in proj}
    s = max(weights, key=weights.get)
    assert abs(weights[s] - len(g)) < 1e-7 and len(g) == table[s][0]
    assert (share[g].sum() > 1e-8) == (s in n_dip)
    result.setdefault(s, []).append((nu[g].mean(), share[g].sum()))
    print(f"Level {s}: {nu[g].mean():.2f} cm^-1, "
          f"infrared share {100 * abs(share[g].sum()):.3f} %")
assert {s: len(v) for s, v in result.items()} == n_co
k_E1 = k_eq - k_trans + np.sqrt(2) * (K45 - K135)
k_E3 = k_eq - k_trans - np.sqrt(2) * (K45 - K135)
k_E2 = k_eq - 2 * k_cis + k_trans
for s, k in (("E1", k_E1), ("E2", k_E2), ("E3", k_E3)):
    assert abs(wavenumber(k) - result[s][0][0]) < 1e-6
off = 2 * (k_ae - K_ae)
block = np.array([[k_ax - K_aa, off],
                  [off, k_eq + 2 * k_cis + k_trans - 2 * K45 - 2 * K135]])
val_b, vec_b = np.linalg.eigh(block)
share_b = (np.sqrt(2) * vec_b[0] - np.sqrt(8) * np.sin(tau) * vec_b[1])**2 / 10
for i in range(2):
    assert abs(wavenumber(val_b[i]) - result["B2"][i][0]) < 1e-6
    assert abs(share_b[i] - result["B2"][i][1]) < 1e-9
assert abs(result["E1"][0][1] - 0.8 * np.cos(tau)**2) < 1e-9
print(f"Effective constants: E1 {k_E1:.3f}, E2 {k_E2:.3f}, E3 {k_E3:.3f} N/m")
print(f"B2 block: axial {block[0, 0]:.3f}, equatorial {block[1, 1]:.3f}, "
      f"off-diagonal {off:.3f} N/m")
for i, label in enumerate(("lower", "upper")):
    v = vec_b[:, i] * np.sign(vec_b[0, i])
    print(f"B2 {label}: constant {val_b[i]:.3f} N/m, c_a {v[0]:.4f}, c_e {v[1]:.4f}")

# ---- neglected effects: Mn-C stretching and anharmonicity
k_MC, D_eV = 200.0, 11.0
chain = np.array([[k_MC + k_eq, -k_eq], [-k_eq, k_eq]])
root = np.sqrt(np.array([m_C, m_O]) * AMU)
top = np.sqrt(np.linalg.eigvalsh(chain / np.outer(root, root))[-1])
nu_local = wavenumber(k_eq)
shift_MC = top / (200 * np.pi * sc.c) - nu_local
D = D_eV * sc.e / CM
shift_anh = -nu_local**2 / (2 * D)
x = np.linspace(-0.35, 0.6, 240)            # Morse oscillator on a grid
dx, idx = x[1] - x[0], np.arange(240)
diff = idx[:, None] - idx[None]
kin = np.where(diff == 0, np.pi**2 / 3, 2 / np.where(diff == 0, 1, diff)**2)
kin = kin * (-1.0)**np.abs(diff) * sc.hbar**2 / (2 * mu * AMU * (dx * ANG)**2) / CM
a = np.sqrt(k_eq / (2 * D * CM)) * ANG
E = np.linalg.eigvalsh(kin + np.diag(D * (1 - np.exp(-a * x))**2))
assert abs(E[1] - E[0] - nu_local - shift_anh) < 0.01
print(f"Local equatorial stretch: {nu_local:.2f} cm^-1")
print(f"Mn-C spring {k_MC:.0f} N/m (fixed Mn) shifts it by {shift_MC:+.1f} cm^-1")
print(f"Morse well {D_eV:.0f} eV shifts the fundamental by {shift_anh:+.1f} cm^-1")

# ---- neglected effects: carbon-13
p13 = 0.011
print(f"13C abundance {100 * p13:.1f} %: molecules with at least one 13CO "
      f"{100 * (1 - (1 - p13)**10):.1f} %")
for site, label in ((0, "axial"), (2, "equatorial")):
    m = masses.copy()
    m[site] = m_C13
    nu13, _, sh13 = spectrum(F, unit, m)
    lev = [(nu13[g].mean(), sh13[g].sum()) for g in split_levels(nu13, 1e-6)]
    assert sum(s > 1e-8 for _, s in lev) > 3
    text = ", ".join(f"{n:.1f} ({100 * s:.1f})" for n, s in lev if s > 0.002)
    print(f"One {label} 13CO, cm^-1 (share in %):")
    print("  " + text)

# ---- neglected effects: thermal torsion about the Mn-Mn axis
T, nu_tor = 300.0, 40.0
radial2 = lambda pts: (pts[half == 0][:, :2]**2).sum()
I_half = m_C * radial2(carbon) + m_O * radial2(oxygen)
I_rel = I_half / 2 * AMU * ANG**2
omega = 200 * np.pi * sc.c * nu_tor
beta = sc.hbar * omega / (sc.k * T)
var = sc.hbar / (2 * I_rel * omega) / np.tanh(beta / 2)
n = np.arange(2000)
boltz = np.exp(-beta * n)
var_sum = sc.hbar / (I_rel * omega) * ((n + 0.5) * boltz).sum() / boltz.sum()
assert abs(var / var_sum - 1) < 1e-9
twist = np.degrees(np.sqrt(var))
nu_t, _, sh_t = spectrum(force_matrix(45 + twist), geometry(45 + twist)[0], masses)
pairs = [(sh_t[g].sum(), nu_t[g].mean()) for g in split_levels(nu_t, 1e-6)
         if len(g) == 2 and sh_t[g].sum() > 1e-8]
assert len(pairs) == 2
leak, nu_leak = min(pairs)
print(f"Torsion {nu_tor:.0f} cm^-1 at {T:.0f} K: moment of one half "
      f"{I_half:.1f} u angstrom^2")
print(f"Rms twist {twist:.2f} deg")
print(f"At that twist the former E3 pair: {nu_leak:.2f} cm^-1, "
      f"share {100 * leak:.3f} %")
print("OK")
```

Printed output:

```
Classes: 1 E, 2 S8, 2 C4, 2 S8^3, 1 C2, 4 C2', 4 sigma_d
Unmoved CO per class, axial: [2, 0, 2, 0, 2, 0, 2]
Unmoved CO per class, equatorial: [8, 0, 0, 0, 0, 0, 2]
Unmoved CO per class, all CO: [10, 0, 2, 0, 2, 0, 4]
Axial stretches: A1 + B2
Equatorial stretches: A1 + B2 + E1 + E2 + E3
All ten stretches: 2A1 + 2B2 + E1 + E2 + E3
Dipole: B2 + E1 | polarizability: 2A1 + E2 + E3
All 60 vibrations: 7A1 + A2 + 2B1 + 6B2 + 8E1 + 6E2 + 8E3
staggered D4d: 7 stretch levels, 3 infrared active
twisted D4: 8 stretch levels, 4 infrared active
eclipsed D4h: 8 stretch levels, 3 infrared active
Geometry: Mn-Mn 2.9, Mn-C 1.85, C-O 1.15 angstrom; tau 4.0 deg
k_ax 1590, k_eq 1650, k_cis 20, k_trans 40, k_ae 25 N/m
q_eff 1.5 e; CO reduced mass 6.8562 u
Between halves: K45 12.865, K135 3.974, K_aa 2.230, K_ae 2.948 N/m
Level B2: 1972.76 cm^-1, infrared share 19.564 %
Level A1: 1974.96 cm^-1, infrared share 0.000 %
Level E3: 1988.58 cm^-1, infrared share 0.000 %
Level E1: 2004.17 cm^-1, infrared share 79.611 %
Level E2: 2021.04 cm^-1, infrared share 0.000 %
Level B2: 2058.65 cm^-1, infrared share 0.825 %
Level A1: 2099.32 cm^-1, infrared share 0.000 %
Effective constants: E1 1622.573, E2 1650.000, E3 1597.427 N/m
B2 block: axial 1587.770, equatorial 1696.323, off-diagonal 44.104 N/m
B2 lower: constant 1572.110 N/m, c_a 0.9424, c_e -0.3346
B2 upper: constant 1711.983 N/m, c_a 0.3346, c_e 0.9424
Local equatorial stretch: 2021.04 cm^-1
Mn-C spring 200 N/m (fixed Mn) shifts it by +40.7 cm^-1
Morse well 11 eV shifts the fundamental by -23.0 cm^-1
13C abundance 1.1 %: molecules with at least one 13CO 10.5 %
One axial 13CO, cm^-1 (share in %):
  1932.8 (10.1), 1973.9 (9.5), 2004.2 (80.0), 2056.9 (0.4)
One equatorial 13CO, cm^-1 (share in %):
  1960.2 (9.8), 1973.6 (15.5), 1976.0 (3.0), 1997.5 (24.1), 2004.2 (40.0), 2015.9 (6.2), 2055.5 (1.2)
Torsion 40 cm^-1 at 300 K: moment of one half 736.5 u angstrom^2
Rms twist 6.27 deg
At that twist the former E3 pair: 1988.14 cm^-1, share 0.358 %
OK
```
